# From a squared dipole derivative to infrared intensity in km/mol: a numerical check

```python
# Result under test: a harmonic mode with squared dipole derivative
# 1 D^2/(angstrom^2 u) has integrated Napierian infrared intensity
#     A = N_A * (dmu/dQ)^2 / (12 eps0 c^2) = 42.26 km/mol,
# or, per molecule in Hartree units, pi*(dmu/dQ)^2/(3 c^2).
# Q: mass-weighted normal coordinate; mu: dipole; A: integral over wavenumber
# of the molar absorption coefficient (natural logarithm), isotropic dilute gas.
# Further symbols: q is the dimensionless coordinate, g the quartic strength,
# h3 the cubic dipole strength, rot_a and rot_b the rotational constants.
import numpy as np
from scipy import constants as sc

bohr = sc.physical_constants["Bohr radius"][0]
c_au = 1.0 / sc.fine_structure
debye = 1e-21 / sc.c
unit_si = debye**2 / (1e-20 * sc.atomic_mass)
unit_au = unit_si / (sc.e**2 / sc.m_e)
A_unit = sc.N_A * unit_si / (12 * sc.epsilon_0 * sc.c**2) / 1000
A_au = np.pi * unit_au / (3 * c_au**2) * bohr * sc.N_A / 1000

# Gaussian units: dipole in statC cm, length in cm, mass in g
unit_cgs = (1e-18)**2 / (1e-16 * sc.atomic_mass * 1000)
A_cgs = np.pi * sc.N_A * unit_cgs / (3 * (100 * sc.c)**2) / 1e5
assert abs(A_au / A_unit - 1) < 1e-7
assert abs(A_cgs / A_unit - 1) < 1e-7
assert round(A_unit, 2) == 42.26


# ---- Intensity from its definition: energy absorbed from a light pulse ----
def absorbed_intensity(wavenumber_cm, start_level):
    """Propagate the Schroedinger equation; return km/mol and energy gain."""
    size = 30
    omega = 2 * np.pi * c_au * wavenumber_cm * 100 * bohr
    slope = np.sqrt(unit_au)
    levels = np.arange(size)
    ladder = np.diag(np.sqrt(levels[1:]), 1)
    coordinate = (ladder + ladder.T) / np.sqrt(2 * omega)
    q_values, q_vectors = np.linalg.eigh(coordinate)
    duration = 2 * np.pi / omega
    peak = 0.3 * np.sqrt(2 * omega) / (slope * duration * 1.25)

    def field(t):
        return peak * np.exp(-t**2 / (2 * duration**2)) * np.cos(1.03 * omega * t)

    steps = 1200
    dt = 12 * duration / steps
    times = -6 * duration + (np.arange(steps) + 0.5) * dt
    half_phase = np.exp(-0.5j * omega * levels * dt)
    nodes, weights = np.polynomial.legendre.leggauss(3)
    mean_gain = 0.0
    for cosine, weight in zip(nodes, weights / 2):
        psi = np.zeros(size, complex)
        psi[start_level] = 1
        for strength in field(times):
            psi = q_vectors.T @ (half_phase * psi)
            psi = np.exp(1j * slope * cosine * strength * q_values * dt) * psi
            psi = half_phase * (q_vectors @ psi)
        mean_gain += weight * omega * (levels @ abs(psi)**2 - start_level)
    fine = np.linspace(-7 * duration, 7 * duration, 20001)
    transform = np.sum(field(fine) * np.exp(1j * omega * fine)) * (fine[1] - fine[0])
    spectral_fluence = c_au * abs(transform)**2 / (4 * np.pi**2)
    area_omega = mean_gain / spectral_fluence
    area_wavenumber = area_omega / (2 * np.pi * c_au)
    return area_wavenumber * bohr * sc.N_A / 1000, mean_gain


pulse_results = {}
for wn in (900.0, 3000.0):
    for level in (0, 2):
        pulse_results[wn, level] = absorbed_intensity(wn, level)
        assert abs(pulse_results[wn, level][0] / A_unit - 1) < 1e-5

# ---- Worked example: inputs ----
temperature = 300.0        # K
pressure_torr = 1.0
path_cm = 10.0
nu0 = 900.0                # 1/cm
squared_slope = 2.0        # D^2/(angstrom^2 u)
mass_u = 54.0
rot_a, rot_b = 1.4, 0.14   # 1/cm
buffer_hwhm = 0.1          # 1/cm at 760 Torr
resolution = 4.0           # 1/cm, full width at half maximum
kt_cm = sc.k * temperature / (sc.h * sc.c * 100)
x = nu0 / kt_cm
coth = 1 / np.tanh(x / 2)


# ---- Anharmonic oscillator: strengths relative to the harmonic value ----
def anharmonic_strength(g, h3):
    size = 80
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = (ladder + ladder.T) / np.sqrt(2)
    q2 = q @ q
    energy, vec = np.linalg.eigh(np.diag(np.arange(size) + 0.5) + g * q2 @ q2)
    pop = np.exp(-x * (energy - energy[0]))
    pop /= pop.sum()
    dipole = vec.T @ (q + h3 * q2 @ q) @ vec
    gap = energy[None, :] - energy[:, None]
    lines = 2 * (pop[:, None] - pop[None, :]) * gap * dipole**2
    total = np.triu(lines, 1).sum()
    fundamental = np.diag(lines, 1).sum()
    mean_q2 = pop @ np.diag(vec.T @ q2 @ vec)
    mean_q4 = pop @ np.diag(vec.T @ q2 @ q2 @ vec)
    sum_rule = 1 + 6 * h3 * mean_q2 + 9 * h3**2 * mean_q4
    return total, fundamental, sum_rule, energy[1] - energy[0]


g_quartic, h_cubic = 0.002, -0.01
mechanical = anharmonic_strength(g_quartic, 0.0)
electrical = anharmonic_strength(g_quartic, h_cubic)
assert abs(mechanical[0] - 1) < 1e-8
assert abs(electrical[0] - electrical[2]) < 1e-8
assert abs(electrical[0] - 1) > 0.01

# ---- Rigid prolate top, transition dipole perpendicular to figure axis ----
J, K = np.meshgrid(np.arange(181), np.arange(-60, 61), indexing="ij")
keep = abs(K) <= J
J, K = J[keep].astype(float), K[keep].astype(float)


def rot_energy(j, k):
    return rot_b * j * (j + 1) + (rot_a - rot_b) * k**2


rot_pop = (2 * J + 1) * np.exp(-rot_energy(J, K) / kt_cm)
rot_pop /= rot_pop.sum()
Jsafe = np.maximum(J, 1)
shifts, strengths = [], []
for s in (1, -1):
    share = {
        1: (J + s * K + 1) * (J + s * K + 2) / ((2 * J + 1) * (2 * J + 2)),
        0: (J - s * K) * (J + s * K + 1) / (2 * Jsafe * (J + 1)),
        -1: (J - s * K - 1) * (J - s * K) / (2 * Jsafe * (2 * J + 1)),
    }
    for dj, part in share.items():
        shift = rot_energy(J + dj, K + s) - rot_energy(J, K)
        line = nu0 + shift
        net = (1 - np.exp(-line / kt_cm)) / (1 - np.exp(-x))
        allowed = part > 0
        shifts.append(shift[allowed])
        strengths.append((0.5 * part * rot_pop * net * line / nu0)[allowed])
shifts, strengths = np.concatenate(shifts), np.concatenate(strengths)
rotation_sum = strengths.sum() - 1
rotation_formula = (rot_a + rot_b) / nu0 * coth
assert abs(rotation_sum / rotation_formula - 1) < 1e-3

# ---- Vapour cell: true band area and area seen at finite resolution ----
A_example = squared_slope * A_unit
density = pressure_torr * sc.torr / (sc.R * temperature)
band_area = A_example * 1000 * density * path_cm / 100 / 100
doppler_sigma = nu0 * np.sqrt(sc.k * temperature / (mass_u * sc.atomic_mass)) / sc.c
doppler_fwhm = doppler_sigma * np.sqrt(8 * np.log(2))
points, spacing = 2**20, 4e-4
frequency = np.fft.rfftfreq(points, spacing)
index = np.rint(shifts / spacing).astype(int) + points // 2
assert index.min() >= 0 and index.max() < points
sticks = np.bincount(index, strengths / strengths.sum(), points) / spacing
sticks_ft = np.fft.rfft(sticks)
slit_sigma = resolution / np.sqrt(8 * np.log(2))
slit_ft = np.exp(-2 * (np.pi * slit_sigma * frequency)**2)


def apparent_band(area, hwhm):
    """Voigt lines, transmission smoothed by the instrument."""
    shape = np.exp(-2 * (np.pi * doppler_sigma * frequency)**2
                   - 2 * np.pi * hwhm * frequency)
    depth = area * np.fft.irfft(sticks_ft * shape, points)
    seen = np.fft.irfft(np.fft.rfft(np.exp(-depth)) * slit_ft, points)
    seen_depth = -np.log(seen)
    return seen_depth.sum() * spacing, seen_depth.max() / np.log(10), depth.max()


buffered = apparent_band(band_area, buffer_hwhm)
pure_hwhm = buffer_hwhm * pressure_torr / 760
pure = apparent_band(band_area, pure_hwhm)
loss_buffered = 1 - buffered[0] / band_area
loss_pure = 1 - pure[0] / band_area
thin = apparent_band(band_area / 100, buffer_hwhm)
loss_thin = 1 - thin[0] / (band_area / 100)
assert 0 < loss_buffered < loss_pure
assert abs(loss_thin) < 2e-3 and loss_thin < loss_buffered

# ---- Printed numbers ----
print(f"debye: {debye:.5e} C m")
print(f"atomic mass unit: {sc.atomic_mass:.5e} kg")
print(f"Avogadro constant: {sc.N_A:.5e} 1/mol")
print(f"speed of light: {sc.c:.5e} m/s = {c_au:.3f} a.u.")
print(f"vacuum permittivity: {sc.epsilon_0:.5e} F/m")
print(f"Bohr radius: {bohr:.5e} m")
print(f"1 D^2/(A^2 u): {unit_si:.5e} C^2/kg")
print(f"1 D^2/(A^2 u): {unit_au:.5e} a.u.")
print(f"1 D^2/(A^2 u), Gaussian: {unit_cgs:.5e} statC^2/g")
print(f"N_A/(12 eps0 c^2): {A_unit*1000/unit_si:.5e} m kg/(mol C^2)")
print(f"integral per molecule: {np.pi*unit_au/(3*c_au**2):.5e} bohr")
print(f"intensity, SI road: {A_unit:.4f} km/mol")
print(f"intensity, atomic-unit road: {A_au:.4f} km/mol")
print(f"intensity, Gaussian road: {A_cgs:.4f} km/mol")
print(f"same with decadic coefficient: {A_unit/np.log(10):.3f} km/mol")
for (wn, level), (value, gain) in pulse_results.items():
    print(f"pulse test {wn:.0f} 1/cm, start v={level}: {value:.4f} km/mol,"
          f" gain {gain:.4e} hartree")
print(f"example temperature: {temperature:.0f} K; kT/hc {kt_cm:.2f} 1/cm")
print(f"example pressure: {pressure_torr:.1f} Torr; path {path_cm:.0f} cm")
print(f"example mode: {nu0:.0f} 1/cm; mass {mass_u:.0f} u")
print(f"example squared derivative: {squared_slope:.1f} D^2/(A^2 u)")
print(f"example intensity: {A_example:.2f} km/mol")
print(f"example gas density: {density:.5f} mol/m^3")
print(f"example Napierian band area: {band_area:.3f} 1/cm")
print(f"quartic strength g: {g_quartic} ; cubic dipole h3: {h_cubic}")
print(f"fundamental/harmonic wavenumber: {mechanical[3]:.5f}")
print(f"linear dipole, total strength ratio: {mechanical[0]:.6f}")
print(f"linear dipole, v to v+1 ratio: {mechanical[1]:.6f}")
print(f"curved dipole, total strength ratio: {electrical[0]:.5f}")
print(f"curved dipole, sum-rule ratio: {electrical[2]:.5f}")
print(f"curved dipole, v to v+1 ratio: {electrical[1]:.5f}")
print(f"rotational constants: {rot_a}, {rot_b} 1/cm")
print(f"rotation correction, line sum: {100*rotation_sum:.4f} %")
print(f"rotation correction, formula: {100*rotation_formula:.4f} %")
print(f"Doppler full width: {doppler_fwhm:.5f} 1/cm")
print(f"collision half width at 760 Torr: {buffer_hwhm} 1/cm")
print(f"collision half width at 1 Torr: {pure_hwhm:.2e} 1/cm")
print(f"instrument resolution: {resolution:.0f} 1/cm")
print(f"760 Torr total: largest true optical depth {buffered[2]:.3f}")
print(f"760 Torr total: peak decadic absorbance {buffered[1]:.4f}")
print(f"760 Torr total: apparent area {buffered[0]:.3f} 1/cm")
print(f"760 Torr total: area loss {100*loss_buffered:.2f} %")
print(f"pure vapour: largest true optical depth {pure[2]:.1f}")
print(f"pure vapour: peak decadic absorbance {pure[1]:.4f}")
print(f"pure vapour: apparent area {pure[0]:.3f} 1/cm")
print(f"pure vapour: area loss {100*loss_pure:.1f} %")
print(f"760 Torr total, column/100: area loss {100*loss_thin:.3f} %")
print("finished without a failed check")
```

Printed output:

```
debye: 3.33564e-30 C m
atomic mass unit: 1.66054e-27 kg
Avogadro constant: 6.02214e+23 1/mol
speed of light: 2.99792e+08 m/s = 137.036 a.u.
vacuum permittivity: 8.85419e-12 F/m
Bohr radius: 5.29177e-11 m
1 D^2/(A^2 u): 6.70054e-13 C^2/kg
1 D^2/(A^2 u): 2.37781e-05 a.u.
1 D^2/(A^2 u), Gaussian: 6.02214e+03 statC^2/g
N_A/(12 eps0 c^2): 6.30637e+16 m kg/(mol C^2)
integral per molecule: 1.32598e-09 bohr
intensity, SI road: 42.2561 km/mol
intensity, atomic-unit road: 42.2561 km/mol
intensity, Gaussian road: 42.2561 km/mol
same with decadic coefficient: 18.352 km/mol
pulse test 900 1/cm, start v=0: 42.2561 km/mol, gain 1.1936e-04 hartree
pulse test 900 1/cm, start v=2: 42.2561 km/mol, gain 1.1936e-04 hartree
pulse test 3000 1/cm, start v=0: 42.2561 km/mol, gain 3.9786e-04 hartree
pulse test 3000 1/cm, start v=2: 42.2561 km/mol, gain 3.9786e-04 hartree
example temperature: 300 K; kT/hc 208.51 1/cm
example pressure: 1.0 Torr; path 10 cm
example mode: 900 1/cm; mass 54 u
example squared derivative: 2.0 D^2/(A^2 u)
example intensity: 84.51 km/mol
example gas density: 0.05345 mol/m^3
example Napierian band area: 4.517 1/cm
quartic strength g: 0.002 ; cubic dipole h3: -0.01
fundamental/harmonic wavenumber: 1.00593
linear dipole, total strength ratio: 1.000000
linear dipole, v to v+1 ratio: 0.999996
curved dipole, total strength ratio: 0.97010
curved dipole, sum-rule ratio: 0.97010
curved dipole, v to v+1 ratio: 0.96972
rotational constants: 1.4, 0.14 1/cm
rotation correction, line sum: 0.1757 %
rotation correction, formula: 0.1757 %
Doppler full width: 0.00152 1/cm
collision half width at 760 Torr: 0.1 1/cm
collision half width at 1 Torr: 1.32e-04 1/cm
instrument resolution: 4 1/cm
760 Torr total: largest true optical depth 0.370
760 Torr total: peak decadic absorbance 0.0296
760 Torr total: apparent area 4.430 1/cm
760 Torr total: area loss 1.93 %
pure vapour: largest true optical depth 59.5
pure vapour: peak decadic absorbance 0.0059
pure vapour: apparent area 1.298 1/cm
pure vapour: area loss 71.3 %
760 Torr total, column/100: area loss 0.020 %
finished without a failed check
```
